# Bound levels of the massive planar Dirac equation with Coulomb attraction: test program

```python
# Result under test: the planar Dirac-Coulomb Hamiltonian
#   H = sigma_x p_x + sigma_y p_y + m sigma_z - a/r   (hbar = v = 1, m = 1)
# has, for 0 < a < 1/2 and the regular condition r^(+gamma) at the origin,
#   E = m [1 + a^2/(n + gamma)^2]^(-1/2),  gamma = sqrt(j^2 - a^2),
# with n = 0,1,2,... for j > 0 and n = 1,2,... for j < 0 (j half-integer).
# Small a gives the planar Rydberg series E - m = -m a^2/(2 (N + 1/2)^2),
# N = n + |j| - 1/2, with 2N + 1 states in level N.
# F, G: radial functions of the upper and lower component, norm int(F^2+G^2)dr.
import math
import numpy as np
import sympy as sp
from scipy.integrate import odeint, quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gamma as gamma_function, jv, roots_laguerre


def formula_energy(n, j, a):
    return (1 + a**2 / (n + math.sqrt(j**2 - a**2))**2) ** -0.5


def radial_functions(r, n, j, a, exponent, energy):
    """Terminating series solution with behaviour r^exponent at the origin."""
    lam = math.sqrt(1 - energy**2)
    nu, mu = a * energy / lam, a / lam
    if n == 0:
        p, q = 1.0, 0.0
    else:
        q_coef = [1.0]
        for k in range(1, n):
            q_coef.append(2 * lam * (k + exponent - nu) * q_coef[-1]
                          / (k * (k + 2 * exponent)))
        p_coef = [(j + mu) * q_coef[k] / (k + exponent - nu) for k in range(n)]
        p_coef.append(2 * lam * q_coef[-1] / (mu - j))
        p = sum(c * r**k for k, c in enumerate(p_coef))
        q = sum(c * r**k for k, c in enumerate(q_coef))
    envelope = r**exponent * math.exp(-lam * r)
    return (math.sqrt(1 + energy) * envelope * (p + q),
            math.sqrt(1 - energy) * envelope * (p - q))


def cartesian_residual(n, j, a, exponent, energy):
    """Relative size of (H - E) psi, derivatives taken in x and y."""
    def spinor(x, y):
        r, phi = math.hypot(x, y), math.atan2(y, x)
        f, g = radial_functions(r, n, j, a, exponent, energy)
        return np.array([f * np.exp(1j * (j - 0.5) * phi),
                         1j * g * np.exp(1j * (j + 0.5) * phi)]) / math.sqrt(r)

    h, worst = 1e-3, 0.0
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0, -1.0])
    for x, y in [(0.9, -1.3), (1.7, 0.8), (-0.6, 2.1)]:
        dx = (8 * (spinor(x + h, y) - spinor(x - h, y))
              - spinor(x + 2*h, y) + spinor(x - 2*h, y)) / (12 * h)
        dy = (8 * (spinor(x, y + h) - spinor(x, y - h))
              - spinor(x, y + 2*h) + spinor(x, y - 2*h)) / (12 * h)
        psi = spinor(x, y)
        res = (-1j * (sx @ dx + sy @ dy) + sz @ psi
               - (a / math.hypot(x, y) + energy) * psi)
        worst = max(worst, np.linalg.norm(res) / np.linalg.norm(psi))
    return worst


def shot_levels(j, a, low, high, cutoff=1e-14):
    """All levels in (low, high) for V = -a/max(r, cutoff).
    theta = angle of (F, G); log r is the variable. Inside the cutoff the
    potential is constant and huge, so the solution is a Bessel function
    (the mass is neglected there, a relative error of order cutoff)."""
    size = abs(j)
    ratio = jv(size + 0.5, a) / jv(size - 0.5, a)
    theta_start = math.atan(ratio) if j > 0 else math.atan2(1.0, -ratio)
    r_match = 1 / a

    def slope(theta, x, energy):
        r = math.exp(x)
        return [-j * math.sin(2 * theta[0]) + a
                + r * (energy - math.cos(2 * theta[0]))]

    def mismatch(energy):
        lam = math.sqrt(1 - energy**2)
        r_far = r_match + 40 / lam
        options = dict(args=(energy,), rtol=1e-10, atol=1e-11, mxstep=50000)
        outward = odeint(slope, [theta_start],
                         [math.log(cutoff), math.log(r_match)], **options)[-1, 0]
        inward = odeint(slope, [0.5 * math.acos(energy)],
                        [math.log(r_far), math.log(r_match)], **options)[-1, 0]
        return outward - inward

    first = math.ceil(mismatch(low) / math.pi)
    last = math.floor(mismatch(high) / math.pi)
    return [brentq(lambda e: mismatch(e) - k * math.pi, low, high,
                   xtol=1e-12, rtol=1e-13) for k in range(first, last + 1)]


def schrodinger_levels(l, count):
    """Planar hydrogen with m = a = 1, diagonalized in a Laguerre basis."""
    beta, size = 0.7, 25
    x, w = roots_laguerre(60)
    r, w = x / (2 * beta), w / (2 * beta)
    values, slopes = [], []
    for k in range(size):
        lag = eval_genlaguerre(k, 2*l + 1, x)
        dlag = -eval_genlaguerre(k - 1, 2*l + 2, x) if k else 0 * x
        phi = x**l * lag
        dphi = 2 * beta * (l * phi / x + x**l * dlag - phi / 2)
        norm = math.sqrt(np.sum(w * r * phi**2))
        values.append(phi / norm)
        slopes.append(dphi / norm)
    v, d = np.array(values), np.array(slopes)
    overlap = (v * w * r) @ v.T
    ham = 0.5 * (d * w * r) @ d.T + (v * w * (l**2 / (2 * r) - 1)) @ v.T
    return eigh(ham, overlap, eigvals_only=True)[:count]


a = 0.3
rest_energy_mev = 100.0
gamma_half = math.sqrt(0.25 - a**2)
print(f"coupling a = {a:.1f} (dimensionless)")
print(f"gamma for |j|=1/2: {gamma_half:.4f}; for |j|=3/2: "
      f"{math.sqrt(2.25 - a**2):.4f}; for |j|=5/2: {math.sqrt(6.25 - a**2):.4f}")

# Constructed spinors satisfy the original equation in Cartesian coordinates
residuals = [cartesian_residual(n, j, a, math.sqrt(j*j - a*a),
                                formula_energy(n, j, a))
             for n, j in [(0, 0.5), (1, -0.5), (2, 0.5), (2, -1.5), (3, 1.5)]]
assert max(residuals) < 1e-7
print(f"largest relative residual of (H-E)psi, 5 states: {max(residuals):.1e} m")

# Complete spectrum below a ceiling, found without the energy formula
low, high = -0.999, 0.995
rows = []
for j in (0.5, -0.5, 1.5, -1.5, 2.5, -2.5):
    found = shot_levels(j, a, low, high)
    start = 0 if j > 0 else 1
    expected = [formula_energy(n, j, a) for n in range(start, 8)]
    expected = [e for e in expected if e < high]
    assert len(found) == len(expected)
    assert np.allclose(found, expected, rtol=0, atol=1e-7)
    for i, e in enumerate(found):
        n = start + i
        rows.append((round(n + abs(j) - 0.5), j, n, e, expected[i]))
rows.sort(key=lambda row: (row[0], abs(row[1]), -row[1]))
counts = [sum(row[0] == big_n for row in rows) for big_n in range(3)]
assert counts == [1, 3, 5] and len(rows) == 9
print(f"search window: {low} m < E < {high} m; levels found: {len(rows)}")
print("N    j   n  E integrated/m  E formula/m  (m-E)/m   Rydberg/m")
for big_n, j, n, e_num, e_for in rows:
    print(f"{big_n} {j:5.1f}  {n}  {e_num:.8f}      {e_for:.8f}   "
          f"{1 - e_for:.6f}  {a**2 / (2 * (big_n + 0.5)**2):.6f}")
print("number of states for N = 0, 1, 2:", *counts)

# A finite charge radius R leads to the regular solution, shift ~ R^(2 gamma)
e_ground = formula_energy(0, 0.5, a)
shifts = []
for radius in (1e-4, 1e-5):
    level = shot_levels(0.5, a, 0.0, 0.9, cutoff=radius)
    assert len(level) == 1
    shifts.append(level[0] - e_ground)
    print(f"ground-state shift for cutoff R = {radius:.0e} /m: {shifts[-1]:.3e} m")
power = math.log10(shifts[0] / shifts[1])
assert shifts[1] > 0 and abs(power - 2 * gamma_half) < 0.01
print(f"measured power of R: {power:.4f}; 2 gamma = {2 * gamma_half:.4f}")

# The singular solution is normalizable too, but its Coulomb energy diverges
e_singular = -math.sqrt(1 - 4 * a**2)
assert cartesian_residual(0, 0.5, a, -gamma_half, e_singular) < 1e-7


def singular_density(r):
    f, g = radial_functions(r, 0, 0.5, a, -gamma_half, e_singular)
    return f * f + g * g


norm = quad(lambda x: math.exp(x) * singular_density(math.exp(x)),
            -140, math.log(40), limit=400)[0]
lam = math.sqrt(1 - e_singular**2)
power_left = 1 - 2 * gamma_half
assert abs(norm / (2 * gamma_function(power_left) / (2*lam)**power_left) - 1) < 1e-6
coulomb = [a * quad(lambda x: singular_density(math.exp(x)), math.log(eps),
                    math.log(40), limit=400)[0] / norm for eps in (1e-4, 1e-6)]
assert coulomb[1] / coulomb[0] > 30
print(f"excluded singular solution, j=1/2: E = {e_singular:.4f} m")
print(f"its a<1/r> from r > 1e-4/m: {coulomb[0]:.2f} m; "
      f"from r > 1e-6/m: {coulomb[1]:.2f} m")

# Planar Rydberg series from the Schroedinger equation itself
for l in range(3):
    levels = schrodinger_levels(l, 3 - l)
    target = [-0.5 / (big_n + 0.5)**2 for big_n in range(l, 3)]
    assert np.allclose(levels, target, rtol=0, atol=1e-7)
    print(f"Schroedinger levels, |l|={l}, in m a^2:",
          *[f"{value:.6f}" for value in levels])

# Dirac levels approach the Schroedinger level, deviation of order a^2
schrodinger_ground = schrodinger_levels(0, 1)[0]
deviations = []
for weak in (0.1, 0.05):
    level = shot_levels(0.5, weak, 0.0, 1 - weak**2 / 2)
    assert len(level) == 1
    scaled = (level[0] - 1) / weak**2
    deviations.append(scaled - schrodinger_ground)
    print(f"Dirac ground state, a = {weak}: (E-m)/(m a^2) = {scaled:.5f}")
assert abs(deviations[0] / deviations[1] - 4) < 0.2
print(f"ratio of the two deviations from the limit: "
      f"{deviations[0] / deviations[1]:.3f}")

# Expansion of the energy to fourth order in a, for symbolic n and |j|
s, ns, js = sp.symbols("s n J", positive=True)
energy_symbolic = (1 + s / (ns + sp.sqrt(js**2 - s))**2) ** sp.Rational(-1, 2)
m_sum = ns + js
first_order = sp.diff(energy_symbolic, s).subs(s, 0)
second_order = sp.diff(energy_symbolic, s, 2).subs(s, 0) / 2
assert sp.simplify(first_order + 1 / (2 * m_sum**2)) == 0
assert sp.simplify(second_order + (m_sum / js - sp.Rational(3, 4))
                   / (2 * m_sum**4)) == 0

splitting = formula_energy(0, 1.5, a) - formula_energy(1, 0.5, a)
estimate = a**4 * float(second_order.subs({ns: 0, js: sp.Rational(3, 2)})
                        - second_order.subs({ns: 1, js: sp.Rational(1, 2)}))
assert 0 < estimate < splitting < 1.5 * estimate
print(f"N=1 splitting, |j|=3/2 above |j|=1/2: {splitting:.6f} m")
print(f"same splitting from the a^4 term: {estimate:.6f} m")
print(f"conversion: m v^2 = {rest_energy_mev:.0f} meV")
print(f"ground-state binding: {(1 - e_ground) * rest_energy_mev:.2f} meV; "
      f"Rydberg value: {2 * a**2 * rest_energy_mev:.2f} meV")
print("finished without a failed check")
```

Output:

```
coupling a = 0.3 (dimensionless)
gamma for |j|=1/2: 0.4000; for |j|=3/2: 1.4697; for |j|=5/2: 2.4819
largest relative residual of (H-E)psi, 5 states: 1.7e-12 m
search window: -0.999 m < E < 0.995 m; levels found: 9
N    j   n  E integrated/m  E formula/m  (m-E)/m   Rydberg/m
0   0.5  0  0.80000000      0.80000000   0.200000  0.180000
1   0.5  1  0.97780241      0.97780241   0.022198  0.020000
1  -0.5  1  0.97780241      0.97780241   0.022198  0.020000
1   1.5  0  0.97979590      0.97979590   0.020204  0.020000
2   0.5  2  0.99227788      0.99227788   0.007722  0.007200
2  -0.5  2  0.99227788      0.99227788   0.007722  0.007200
2   1.5  1  0.99270287      0.99270287   0.007297  0.007200
2  -1.5  1  0.99270287      0.99270287   0.007297  0.007200
2   2.5  0  0.99277389      0.99277389   0.007226  0.007200
number of states for N = 0, 1, 2: 1 3 5
ground-state shift for cutoff R = 1e-04 /m: 1.438e-04 m
ground-state shift for cutoff R = 1e-05 /m: 2.281e-05 m
measured power of R: 0.7996; 2 gamma = 0.8000
excluded singular solution, j=1/2: E = -0.8000 m
its a<1/r> from r > 1e-4/m: 133.88 m; from r > 1e-6/m: 5344.91 m
Schroedinger levels, |l|=0, in m a^2: -2.000000 -0.222222 -0.080000
Schroedinger levels, |l|=1, in m a^2: -0.222222 -0.080000
Schroedinger levels, |l|=2, in m a^2: -0.080000
Dirac ground state, a = 0.1: (E-m)/(m a^2) = -2.02041
Dirac ground state, a = 0.05: (E-m)/(m a^2) = -2.00503
ratio of the two deviations from the limit: 4.062
N=1 splitting, |j|=3/2 above |j|=1/2: 0.001993 m
same splitting from the a^4 term: 0.001600 m
conversion: m v^2 = 100 meV
ground-state binding: 20.00 meV; Rydberg value: 18.00 meV
finished without a failed check
```
